# Hydrogenic Mean Inverse Radius and Kinetic Energy from the Spectrum, part 1

(Sections cited here and not found follow in the second part.)

## I. From the energy levels to the two mean values

### Definitions and conventions

A particle of mass $m$ moves without relativity and without spin in the field of a fixed point charge $Z>0$. Hartree atomic units are used: the reduced Planck constant, the electron mass, and the Coulomb constant times the square of the elementary charge are all set to one. Lengths are then in bohr and energies in hartree. The particle carries the charge of an electron, and $m$ is its mass in electron masses. For an electron $m=1$, but $m$ is kept as a variable, because the energy will be differentiated with respect to it.

The Hamiltonian is

$$
H(Z,m)=T-\frac{Z}{r},\qquad T=\frac{p^2}{2m}=-\frac{1}{2m}\nabla^2 . \tag{1}
$$

Angle brackets denote the mean in a normalized state. The principal quantum number is $n$, the angular momentum quantum number is $l$, and $q$ labels the projection of the angular momentum on a fixed axis. The quantities sought are $\langle 1/r\rangle$ and $\langle T\rangle$ in a state of level $n$. The claim is that both follow from the way in which the energy $E_n$ depends on $Z$ and $m$, with no integral over a wave function.

The mass to be varied is that of the moving particle. The mass of the nucleus, which is infinite here, plays a different part and is treated in the second half.

### How the energy depends on charge and mass

The dependence on the two parameters can be found before the eigenvalue problem is solved. Introduce a dimensionless position $\mathbf x$ by

$$
\mathbf r=\frac{\mathbf x}{mZ}. \tag{2}
$$

A derivative with respect to a component of $\mathbf r$ is $mZ$ times the derivative with respect to the same component of $\mathbf x$. The Laplacian therefore acquires the factor $m^2Z^2$, while $1/r=mZ/x$. Inserting both in (1) gives

$$
H=-\frac{m^2Z^2}{2m}\nabla_x^2-Z\,\frac{mZ}{x}
=mZ^2\left(-\frac12\nabla_x^2-\frac1x\right). \tag{3}
$$

The operator in the last bracket contains no parameter. If its eigenvalues are $\varepsilon_n$, those of $H$ are

$$
E_n(Z,m)=mZ^2\,\varepsilon_n . \tag{4}
$$

The eigenfunctions depend on the parameters just as simply: a change of $Z$ or $m$ stretches or compresses them without altering their shape. This will supply the differentiability that the argument needs.

### The numbers $\varepsilon_n$

The values of $\varepsilon_n$ are the known hydrogen spectrum. A short derivation is given so that the starting point does not rest on trust. Write an eigenfunction of the bracket in (3) as $u(x)/x$ times a spherical harmonic $Y_{lq}$. The radial equation is

$$
-\frac12u''+\left[\frac{l(l+1)}{2x^2}-\frac1x\right]u=\varepsilon u . \tag{5}
$$

For a bound state with $\varepsilon<0$, put $\varepsilon=-\kappa^2/2$ with $\kappa>0$, and $u=e^{-\kappa x}f$. Two differentiations give

$$
u''=e^{-\kappa x}\left(f''-2\kappa f'+\kappa^2f\right).
$$

Multiply (5) by $-2$ and collect all terms on one side. The terms in $\kappa^2f$ cancel, and there remains

$$
f''-2\kappa f'+\left[\frac2x-\frac{l(l+1)}{x^2}\right]f=0 . \tag{6}
$$

Near the origin the solutions behave as $x^{l+1}$ or $x^{-l}$. The second kind is excluded. For $l\ge1$ it is not normalizable. For $l=0$ it gives a wave function proportional to $1/x$ near the origin, whose Laplacian contains a delta function that no other term of the equation can cancel. Hence

$$
f=\sum_{k=0}^{\infty}a_k\,x^{k+l+1},\qquad a_0\neq0 .
$$

The coefficient of $x^{k+l}$ in (6) must vanish. The second derivative and the centrifugal term contribute through $a_{k+1}$, the other two terms through $a_k$:

$$
\left[(k+l+2)(k+l+1)-l(l+1)\right]a_{k+1}=2\left[\kappa(k+l+1)-1\right]a_k .
$$

The bracket on the left is $k^2+(2l+3)k+2l+2=(k+1)(k+2l+2)$, so that

$$
a_{k+1}=\frac{2\left[\kappa(k+l+1)-1\right]}{(k+1)(k+2l+2)}\,a_k . \tag{7}
$$

Suppose the series does not end. For large $k$ the ratio $a_{k+1}/a_k$ approaches $2\kappa/(k+1)$. Choose a number $\kappa'$ with $\kappa/2<\kappa'<\kappa$. From some $k$ onwards the ratio exceeds $2\kappa'/(k+1)$, which is the ratio of successive coefficients of $e^{2\kappa'x}$. Apart from a polynomial, $f$ then grows at least as fast as a multiple of $e^{2\kappa'x}$, and $u=e^{-\kappa x}f$ grows at least like $e^{(2\kappa'-\kappa)x}$. Since $2\kappa'>\kappa$, this is not normalizable.

The series must therefore end. Let $k=n_r$ be the last index with $a_k\ne0$. The numerator of (7) vanishes there, which requires $\kappa=1/(n_r+l+1)$. With $n=n_r+l+1$,

$$
\varepsilon_n=-\frac{1}{2n^2},\qquad n=1,2,3,\dots,\qquad l=0,1,\dots,n-1, \tag{8}
$$

and (4) becomes

$$
E_n(Z,m)=-\frac{mZ^2}{2n^2}. \tag{9}
$$

Two facts are worth keeping. First, for given $n$, $l$ and $q$ the recursion fixes the function up to the factor $a_0$, so there is one state for each such triple. Second, $u$ is a polynomial times $e^{-x/n}$ and vanishes at the origin as $x^{l+1}$.

### The derivative of an energy level

Let $\lambda$ stand for either $Z$ or $m$, the other parameter being held fixed. Fix $l$ and $q$ as well, so that the level contains a single state. In the original coordinate its radial function is, by (2),

$$
u_\lambda(r)=\sqrt{mZ}\;u(mZr), \tag{10}
$$

where $u$ is real and normalized in $x$. The square root preserves the normalization, since $dx=mZ\,dr$:

$$
\int_0^\infty u_\lambda^2\,dr=1 . \tag{11}
$$

The radial Hamiltonian and the energy are

$$
h_\lambda=-\frac{1}{2m}\frac{d^2}{dr^2}+\frac{l(l+1)}{2mr^2}-\frac Zr,
\qquad
E=\int_0^\infty u_\lambda\,h_\lambda u_\lambda\,dr . \tag{12}
$$

The first two terms of $h_\lambda$ together are the kinetic energy: the radial part and the part due to angular motion.

Equation (10) shows that $u_\lambda$ is a smooth function of $Z$ and of $m$. Denote its derivative by $v=\partial u_\lambda/\partial\lambda$. The exponential factor makes the integrals converge and allows differentiation under the integral sign. The product rule gives three terms:

$$
\frac{\partial E}{\partial\lambda}
=\int_0^\infty v\,h_\lambda u_\lambda\,dr
+\int_0^\infty u_\lambda\frac{\partial h_\lambda}{\partial\lambda}u_\lambda\,dr
+\int_0^\infty u_\lambda\,h_\lambda v\,dr . \tag{13}
$$

In the last term the second derivative acts on $v$. Two integrations by parts transfer it to $u_\lambda$:

$$
\int_0^\infty u_\lambda v''\,dr
=\Big[u_\lambda v'-u_\lambda'v\Big]_0^\infty+\int_0^\infty u_\lambda''v\,dr . \tag{14}
$$

The boundary term is zero. At large $r$ all four functions decay exponentially. At the origin $u_\lambda$ and $v$ vanish as $r^{l+1}$, while their first derivatives stay finite. The other terms of $h_\lambda$ are ordinary factors and can be moved freely. The last integral in (13) thus equals the first, and in both the eigenvalue equation $h_\lambda u_\lambda=Eu_\lambda$ may be used. Their sum is

$$
2E\int_0^\infty u_\lambda v\,dr
=E\,\frac{\partial}{\partial\lambda}\int_0^\infty u_\lambda^2\,dr=0, \tag{15}
$$

because the normalization (11) has the same value for every $\lambda$. What is left of (13) is the Hellmann-Feynman theorem,

$$
\frac{\partial E}{\partial\lambda}
=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle . \tag{16}
$$

The derivative on the right acts on the parameter where it stands in the Hamiltonian, with the operators $\mathbf r$ and $\mathbf p$ held fixed. The state does change with $\lambda$, but to first order this change has no effect on the energy. The proof used that the state is an eigenstate, that it remains normalized, that it varies smoothly with $\lambda$, and that the boundary term in (14) vanishes. No further detail of its shape was needed.

### Varying the charge

The charge occurs in (1) in the potential energy alone, and linearly:

$$
\frac{\partial H}{\partial Z}=-\frac1r . \tag{17}
$$

The theorem (16) then states that $\partial E_n/\partial Z=-\langle1/r\rangle$. Differentiating (9) at fixed $m$ gives $-mZ/n^2$. The two minus signs cancel:

$$
\boxed{\left\langle\frac1r\right\rangle=-\frac{\partial E_n}{\partial Z}=\frac{mZ}{n^2}} \tag{18}
$$

For an electron, $m=1$, this is $Z/n^2$. The sign has a direct meaning. A larger nuclear charge lowers the energy, and it does so at a rate set by how close the particle is to the nucleus on average, closeness being measured by $1/r$.

### Varying the mass

The mass stands in the denominator of the kinetic energy. With $\mathbf p$ held fixed,

$$
\frac{\partial H}{\partial m}=-\frac{p^2}{2m^2}=-\frac{T}{m}. \tag{19}
$$

The theorem gives $\partial E_n/\partial m=-\langle T\rangle/m$. The derivative of (9) at fixed $Z$ is $-Z^2/(2n^2)$. Multiplication by $-m$ yields

$$
\boxed{\langle T\rangle=-m\,\frac{\partial E_n}{\partial m}=\frac{mZ^2}{2n^2}} \tag{20}
$$

which is $Z^2/(2n^2)$ for $m=1$. The value $m=1$ may be inserted only after the differentiation. In the formula $-Z^2/(2n^2)$ for the electron's energy the mass is no longer visible, and the derivative in (20) cannot be formed from it. The kinetic energy can still be obtained from that formula by way of the charge, as the second half shows.

Equation (20) also gives the root-mean-square speed. Since $T=mv^2/2$ with velocity operator $\mathbf v=\mathbf p/m$, one has $\langle v^2\rangle=2\langle T\rangle/m=Z^2/n^2$, and the speed is $Z/n$ in atomic units, independent of the mass. A heavier particle is bound more closely, as (18) shows, but does not move faster.

### A direct check in the ground state

For $n=1$ and $l=0$ the series consists of its first term, and $u=2xe^{-x}$. The factor 2 normalizes it, because $\int_0^\infty x^2e^{-2x}dx=1/4$. Direct integration gives

$$
\left\langle\frac1x\right\rangle=4\int_0^\infty xe^{-2x}dx=4\cdot\frac14=1 .
$$

For the kinetic energy, one integration by parts turns $-\frac12\int uu''dx$ into $\frac12\int u'^2dx$, and $u'=2(1-x)e^{-x}$:

$$
\frac12\int_0^\infty u'^2dx
=2\int_0^\infty(1-2x+x^2)e^{-2x}dx
=2\left(\frac12-\frac12+\frac14\right)=\frac12 .
$$

By (2) and (3), the first number is to be multiplied by $mZ$ and the second by $mZ^2$. The results are $mZ$ and $mZ^2/2$, in agreement with (18) and (20) at $n=1$.

### All states of a level

The derivation was made at fixed $l$ and $q$, but the results contain neither. They extend to any normalized superposition within one level,

$$
\psi=\sum_{l,q}c_{lq}\,\psi_{nlq},\qquad\sum_{l,q}|c_{lq}|^2=1 . \tag{21}
$$

The mean of $1/r$ in this state contains diagonal terms and cross terms. In a cross term the angular integral is that of $Y_{lq}^*Y_{l'q'}$, since $1/r$ does not depend on direction. It vanishes unless $l=l'$ and $q=q'$. The diagonal terms all have the value (18), so

$$
\left\langle\frac1r\right\rangle=\sum_{l,q}|c_{lq}|^2\,\frac{mZ}{n^2}=\frac{mZ}{n^2}.
$$

For the kinetic energy, the eigenvalue equation allows $T\psi_{nlq}$ to be replaced by $(E_n+Z/r)\psi_{nlq}$. A cross element of $T$ is then $E_n$ times a vanishing overlap plus $Z$ times a vanishing cross element of $1/r$. It is zero, and (20) also holds for every state of the form (21).

## II. Meaning, numbers and limits of the results

### Symbols and results carried over

The Hamiltonian is $H=T-Z/r$ with $T=p^2/(2m)$, in Hartree atomic units, for a particle of mass $m$ bound to a fixed point charge $Z>0$. The levels are $E_n=-mZ^2/(2n^2)$, equation (9). The Hellmann-Feynman theorem (16) equates $\partial E_n/\partial\lambda$ with $\langle\partial H/\partial\lambda\rangle$, where $\mathbf r$ and $\mathbf p$ are held fixed. It gave $\langle1/r\rangle=mZ/n^2$, equation (18), and $\langle T\rangle=mZ^2/(2n^2)$, equation (20), for every state within level $n$.

### The energy balance

The mean of the Hamiltonian must return the energy. Inserting (18) and (20),

$$
\langle T\rangle-Z\left\langle\frac1r\right\rangle
=\frac{mZ^2}{2n^2}-\frac{mZ^2}{n^2}
=-\frac{mZ^2}{2n^2}=E_n . \tag{22}
$$

The potential energy is twice as large as the kinetic energy and of opposite sign:

$$
2\langle T\rangle=Z\left\langle\frac1r\right\rangle,\qquad \langle T\rangle=-E_n . \tag{23}
$$

This is the virial theorem for the Coulomb potential.

The two derivatives are not independent pieces of information. Written through them, the balance (22) reads

$$
E_n=-m\frac{\partial E_n}{\partial m}+Z\frac{\partial E_n}{\partial Z}. \tag{24}
$$

For any function of the form $mZ^2\varepsilon$ the right side is $-mZ^2\varepsilon+2mZ^2\varepsilon=mZ^2\varepsilon$, whatever the number $\varepsilon$. By the theorem (16), the two terms are $\langle T\rangle=-E_n$ and $-Z\langle1/r\rangle=2E_n$. Hence (23) follows from the theorem and the scaling law (4) together, and the factor $1/n^2$ enters only when actual values are wanted. It also follows that one derivative would have sufficed. With $\langle1/r\rangle$ known from the charge, the kinetic energy is $E_n+Z\langle1/r\rangle$, and the derivative with respect to mass then serves as a check.

The relation between $\langle1/r\rangle$ and the energy has a classical counterpart. On a bound orbit with nonzero angular momentum,

$$
\frac{d}{dt}(\mathbf r\cdot\mathbf p)=\frac{p^2}{m}+\mathbf r\cdot\mathbf F=2T-\frac Zr,
$$

because the force $\mathbf F$ has magnitude $Z/r^2$ and points inwards. The quantity $\mathbf r\cdot\mathbf p$ stays bounded, so the long-time average of its derivative is zero. The time averages therefore obey (23), and the average of $1/r$ is $-2E/Z$. It depends on the energy of the orbit and not on its angular momentum, just as (18) depends on $n$ and not on $l$.

The dependence of the energy on charge and mass has given $\langle1/r\rangle=mZ/n^2$ and $\langle T\rangle=mZ^2/(2n^2)$ for every state within a level, and the two values satisfy the energy balance and the virial theorem. What remains is to examine what is held fixed in the derivatives and how the state responds to the charge, to work through a numerical example, and to treat mixtures of levels, a nucleus of finite mass and the range of validity.
